# Plane-Wave Kinetic Stress from Homogeneous Strain: a numerical check

```python
"""Homogeneous strain r' = F r, F = 1 + eps, of a periodic cell (Hartree units).
Results under test:
  reciprocal vectors      G' = inverse(F)^T G
  structure factors       S(G) = sum_s exp(-i G.tau_s) are unchanged
  density components      volume * n(G) is unchanged at fixed coefficients
  kinetic stress          -(1/volume) sum w f |c|^2 q_a q_b,  q = k + G
Here c are plane-wave coefficients, w k-point weights, f occupations.
Stress = (1/volume) dE/d eps, positive in tension. The model has independent
electrons in Gaussian wells -depth*exp(-r^2/(2 width^2)).
Rows of a cell matrix are lattice vectors. The integer triples labelling the
plane waves are kept fixed when the cell is strained.
"""
import numpy as np
from scipy import constants

CELL = np.array([[6.0, 0.0, 0.0], [1.0, 6.5, 0.0], [0.5, -0.8, 7.0]])
FRACTIONAL = np.array([[0.0, 0.0, 0.0], [0.40, 0.45, 0.35]])
DEPTH = np.array([1.5, 1.0])
WIDTH = np.array([1.0, 1.2])
KPOINTS = 0.25 * np.array([[1, 1, 1], [1, 1, -1], [1, -1, 1], [1, -1, -1]])
ELECTRONS = 2.0
WEIGHT = ELECTRONS / len(KPOINTS)      # occupation times k-point weight
CUTOFF = 5.0
HALF = 12                              # half-width of density component array
IDENTITY = np.eye(3)


def reciprocal(cell):
    a, b, c = cell
    return 2 * np.pi * np.array(
        [np.cross(b, c), np.cross(c, a), np.cross(a, b)]) / np.dot(a, np.cross(b, c))


def volume(cell):
    return np.linalg.det(cell)


def strained(deformation):
    return CELL @ deformation.T


def plane_wave_sets(cutoff):
    axis = np.arange(-6, 7)
    triples = np.array(np.meshgrid(axis, axis, axis, indexing="ij")).reshape(3, -1).T
    sets = []
    for k in KPOINTS:
        q = (triples + k) @ reciprocal(CELL)
        sets.append(triples[0.5 * np.sum(q**2, axis=1) < cutoff])
    return sets


def atom_terms(g_vectors, cell):
    """Fourier transform of each well times its phase, divided by volume."""
    g2 = np.sum(g_vectors**2, axis=-1)
    terms = []
    for depth, width, position in zip(DEPTH, WIDTH, FRACTIONAL @ cell):
        transform = -depth * (2 * np.pi)**1.5 * width**3 * np.exp(-g2 * width**2 / 2)
        terms.append(transform * np.exp(-1j * g_vectors @ position) / volume(cell))
    return terms


def hamiltonian(cell, k, triples):
    recip = reciprocal(cell)
    q = (triples + k) @ recip
    differences = (triples[:, None, :] - triples[None, :, :]) @ recip
    return np.diag(0.5 * np.sum(q**2, axis=1)) + sum(atom_terms(differences, cell))


def solve(cell, sets):
    energy, coefficients, gaps = 0.0, [], []
    for k, triples in zip(KPOINTS, sets):
        values, vectors = np.linalg.eigh(hamiltonian(cell, k, triples))
        energy += WEIGHT * values[0]
        coefficients.append(vectors[:, 0])
        gaps.append(values[1] - values[0])
    return energy, coefficients, min(gaps)


def frozen_energy(cell, sets, coefficients):
    return sum(WEIGHT * np.vdot(c, hamiltonian(cell, k, t) @ c).real
               for k, t, c in zip(KPOINTS, sets, coefficients))


def kinetic_energy(cell, sets, coefficients):
    total = 0.0
    for k, triples, c in zip(KPOINTS, sets, coefficients):
        q = (triples + k) @ reciprocal(cell)
        total += WEIGHT * 0.5 * np.sum(np.abs(c)**2 * np.sum(q**2, axis=1))
    return total


def density_components(sets, coefficients):
    """volume * n(G) from the coefficients, indexed by integer triple + HALF."""
    result = np.zeros((2 * HALF + 1,) * 3, dtype=complex)
    for triples, c in zip(sets, coefficients):
        difference = triples[:, None, :] - triples[None, :, :]
        assert np.abs(difference).max() <= HALF
        index = tuple(np.moveaxis(difference + HALF, -1, 0))
        np.add.at(result, index, WEIGHT * np.outer(c, c.conj()))
    return result


def stress_formulas(sets, coefficients):
    """Kinetic and local-potential stress of the unstrained cell."""
    recip = reciprocal(CELL)
    kinetic = np.zeros((3, 3))
    for k, triples, c in zip(KPOINTS, sets, coefficients):
        q = (triples + k) @ recip
        kinetic -= WEIGHT * np.einsum("g,ga,gb->ab", np.abs(c)**2, q, q)
    axis = np.arange(-HALF, HALF + 1)
    triples = np.array(np.meshgrid(axis, axis, axis, indexing="ij")).reshape(3, -1).T
    g = triples @ recip
    density = density_components(sets, coefficients).ravel()
    local = np.zeros((3, 3))
    for width, term in zip(WIDTH, atom_terms(g, CELL)):
        product = (density.conj() * term).real
        local += -IDENTITY * product.sum()
        local += width**2 * np.einsum("g,ga,gb->ab", product, g, g)
    return kinetic / volume(CELL), local / volume(CELL)


def orbital(points, cell, k, triples, c):
    q = (triples + k) @ reciprocal(cell)
    return np.exp(1j * points @ q.T) @ c / np.sqrt(volume(cell))


def uniform_grid(number):
    axis = np.arange(number) / number
    return np.array(np.meshgrid(axis, axis, axis, indexing="ij")).reshape(3, -1).T


def stretched_kinetic(deformation, sets, coefficients, grid, step=0.01):
    """Half the integral of |gradient|^2 of stretched orbitals, in real space."""
    inverse = np.linalg.inv(deformation)
    jacobian = np.linalg.det(deformation)
    points = grid @ CELL @ deformation.T
    total = 0.0
    for k, triples, c in zip(KPOINTS, sets, coefficients):
        for direction in IDENTITY:
            derivative = 0.0
            for shift, factor in ((1, 8), (-1, -8), (2, -1), (-2, 1)):
                original = (points + shift * step * direction) @ inverse.T
                value = orbital(original, CELL, k, triples, c) / np.sqrt(jacobian)
                derivative = derivative + factor * value / (12 * step)
            total += 0.5 * WEIGHT * np.mean(np.abs(derivative)**2) * jacobian * volume(CELL)
    return total


def strain_derivative(function, size):
    result = np.zeros((3, 3))
    for a in range(3):
        for b in range(3):
            change = np.zeros((3, 3))
            change[a, b] = size
            result[a, b] = (function(IDENTITY + change)
                            - function(IDENTITY - change)) / (2 * size)
    return result


# Reference electronic state
sets = plane_wave_sets(CUTOFF)
energy, coefficients, gap = solve(CELL, sets)
assert gap > 0.01
kinetic = kinetic_energy(CELL, sets, coefficients)

# Reciprocal vectors under a finite, nonsymmetric strain
strain = np.array([[0.03, 0.02, 0.0], [-0.01, -0.02, 0.015], [0.01, 0.0, 0.01]])
F = IDENTITY + strain
new_cell = strained(F)
recip, new_recip = reciprocal(CELL), reciprocal(new_cell)
assert np.allclose(new_recip.T, np.linalg.inv(F).T @ recip.T, atol=1e-12)
wrong_recip = (np.linalg.inv(F) @ recip.T).T
wrong_error = np.abs(new_cell @ wrong_recip.T - 2 * np.pi * IDENTITY).max()
assert wrong_error > 1e-3


def linear_remainder(scale):
    exact = reciprocal(strained(IDENTITY + scale * strain))
    linear = ((IDENTITY - scale * strain.T) @ recip.T).T
    return np.linalg.norm(exact - linear)


linear_ratio = linear_remainder(0.02) / linear_remainder(0.01)
assert abs(linear_ratio - 4) < 0.05

# Structure factors from actual positions
test_triples = np.array([[1, 0, 0], [1, -1, 0], [0, 1, 2]])
positions, new_positions = FRACTIONAL @ CELL, FRACTIONAL @ new_cell
structure_old = np.exp(-1j * test_triples @ recip @ positions.T).sum(axis=1)
structure_new = np.exp(-1j * test_triples @ new_recip @ (positions @ F.T).T).sum(axis=1)
structure_unmoved = np.exp(-1j * test_triples @ new_recip @ positions.T).sum(axis=1)
assert np.allclose(positions @ F.T, new_positions, atol=1e-12)
assert np.allclose(structure_old, structure_new, atol=1e-12)
assert np.abs(structure_old - structure_unmoved).max() > 1e-3

# Density components by quadrature in the strained cell
spread = max(int(np.ptp(t, axis=0).max()) for t in sets)
density_grid = uniform_grid(spread + 3)
new_points = density_grid @ new_cell
new_density = np.zeros(len(new_points))
for k, triples, c in zip(KPOINTS, sets, coefficients):
    in_new_waves = orbital(new_points, new_cell, k, triples, c)
    stretched = orbital(new_points @ np.linalg.inv(F).T, CELL, k, triples, c)
    assert np.allclose(in_new_waves, stretched / np.sqrt(np.linalg.det(F)), atol=1e-11)
    new_density += WEIGHT * np.abs(in_new_waves)**2
component_sum = density_components(sets, coefficients)
density_old = np.array([component_sum[tuple(t + HALF)] for t in test_triples])
density_new = np.array([volume(new_cell) * np.mean(
    new_density * np.exp(-1j * new_points @ (t @ new_recip))) for t in test_triples])
electron_count = volume(new_cell) * new_density.mean()
assert np.allclose(density_old, density_new, atol=1e-10)
assert abs(electron_count - ELECTRONS) < 1e-10

# Kinetic stress against real-space stretching of the orbitals
kinetic_stress, local_stress = stress_formulas(sets, coefficients)
kinetic_grid = uniform_grid(spread + 1)
kinetic_numeric = strain_derivative(
    lambda d: stretched_kinetic(d, sets, coefficients, kinetic_grid), 2e-4) / volume(CELL)
kinetic_real_space = stretched_kinetic(IDENTITY, sets, coefficients, kinetic_grid)
assert np.allclose(kinetic_stress * volume(CELL), kinetic_numeric * volume(CELL), atol=3e-6)
assert abs(-np.trace(kinetic_stress) * volume(CELL) / 2 - kinetic_real_space) < 1e-6

# Total stress against energies with the electrons solved anew
total_stress = kinetic_stress + local_stress
total_numeric = strain_derivative(lambda d: solve(strained(d), sets)[0], 1e-4) / volume(CELL)
assert np.allclose(total_stress * volume(CELL), total_numeric * volume(CELL), atol=1e-6)


# Frozen coefficients: quadratic energy error, but first-order change of T
def freezing_error(size):
    cell = CELL * (1 + size)
    return frozen_energy(cell, sets, coefficients) - solve(cell, sets)[0]


error_large, error_small = freezing_error(0.004), freezing_error(0.002)
assert error_small > 0
assert abs(error_large / error_small - 4) < 0.1


def relaxed_kinetic(size):
    cell = CELL * (1 + size)
    return kinetic_energy(cell, sets, solve(cell, sets)[1])


relaxed_slope = (relaxed_kinetic(1e-4) - relaxed_kinetic(-1e-4)) / 2e-4
frozen_slope = np.trace(kinetic_stress) * volume(CELL)
assert abs(relaxed_slope - frozen_slope) > 0.05 * abs(frozen_slope)
relaxed_density = density_components(sets, solve(CELL * 1.01, sets)[1])
relaxed_component = relaxed_density[tuple(test_triples[0] + HALF)]
assert abs(relaxed_component - density_old[0]) > 1e-4

# Dependence on the plane-wave set
large_sets = plane_wave_sets(2 * CUTOFF)
large_energy, large_coefficients, _ = solve(CELL, large_sets)
large_kinetic, large_local = stress_formulas(large_sets, large_coefficients)

hartree = constants.physical_constants["Hartree energy"][0]
bohr = constants.physical_constants["Bohr radius"][0]
to_gpa = hartree / bohr**3 / 1e9


def row(values, digits=5):
    return " ".join(f"{value:.{digits}f}" for value in np.asarray(values) + 0.0)


def complex_text(value):
    return f"{value.real:.6f} {value.imag:+.6f}i"


def six(tensor):
    return row(1000 * tensor[[0, 1, 2, 1, 0, 0], [0, 1, 2, 2, 2, 1]])


for i in range(3):
    print(f"lattice vector a{i+1} (bohr): {row(CELL[i], 2)}")
for i in range(2):
    print(f"well {i+1}: fractional {row(FRACTIONAL[i], 2)}; depth {DEPTH[i]:.1f} Ha;"
          f" width {WIDTH[i]:.1f} bohr")
for i in range(3):
    print(f"strain matrix row {i+1}: {row(strain[i], 3)}")
print(f"electrons per cell: {ELECTRONS:.0f}; k-points: {len(KPOINTS)}")
print("fractional k-points:", "; ".join(row(k, 2) for k in KPOINTS))
print(f"cutoff: {CUTOFF:.1f} Ha; plane waves per k: {[len(t) for t in sets]}")
print(f"volume before, after (bohr^3): {volume(CELL):.4f} {volume(new_cell):.4f}")
print(f"det F: {np.linalg.det(F):.8f}")
for i in range(3):
    print(f"b{i+1} before (1/bohr): {row(recip[i], 6)}")
    print(f"b{i+1} after  (1/bohr): {row(new_recip[i], 6)}")
print(f"largest error of a'.b' without transpose: {wrong_error:.5f}")
print(f"first-order remainder ratio, strain halved: {linear_ratio:.4f}")
for i, triple in enumerate(test_triples):
    print(f"S{tuple(triple.tolist())} before: {complex_text(structure_old[i])}")
    print(f"  after: {complex_text(structure_new[i])};"
          f" atoms unmoved: {complex_text(structure_unmoved[i])}")
    print(f"  volume*n before: {complex_text(density_old[i])}")
    print(f"  volume*n after:  {complex_text(density_new[i])}")
print(f"volume*n(1,0,0), re-solved at 1% expansion: {complex_text(relaxed_component)}")
print(f"total energy, kinetic energy (Ha): {energy:.6f} {kinetic:.6f}")
print(f"smallest direct gap (Ha): {gap:.5f}")
print("stress order: xx yy zz yz xz xy; unit: mHa/bohr^3")
print("kinetic, formula:          ", six(kinetic_stress))
print("kinetic, stretched orbital:", six(kinetic_numeric))
print("local potential, formula:  ", six(local_stress))
print("total, formula:            ", six(total_stress))
print("total, re-solved energies: ", six(total_numeric))
pressure = -np.trace(kinetic_stress) / 3
total_pressure = -np.trace(total_stress) / 3
print(f"kinetic pressure: {1000*pressure:.5f} mHa/bohr^3 = {pressure*to_gpa:.3f} GPa")
print(f"total pressure: {1000*total_pressure:.5f} mHa/bohr^3"
      f" = {total_pressure*to_gpa:.3f} GPa")
print(f"dT/d(isotropic strain), frozen, re-solved (Ha): {frozen_slope:.5f} {relaxed_slope:.5f}")
print(f"frozen energy error at strain 0.004, 0.002 (Ha): {error_large:.4e} {error_small:.4e}")
print(f"ratio of these errors: {error_large/error_small:.4f}")
print(f"cutoff {2*CUTOFF:.1f} Ha: total energy {large_energy:.6f} Ha")
print("  kinetic stress (mHa/bohr^3):", six(large_kinetic))
print("  total stress (mHa/bohr^3):  ", six(large_kinetic + large_local))
print("all tests passed")
```

It prints:

```
lattice vector a1 (bohr): 6.00 0.00 0.00
lattice vector a2 (bohr): 1.00 6.50 0.00
lattice vector a3 (bohr): 0.50 -0.80 7.00
well 1: fractional 0.00 0.00 0.00; depth 1.5 Ha; width 1.0 bohr
well 2: fractional 0.40 0.45 0.35; depth 1.0 Ha; width 1.2 bohr
strain matrix row 1: 0.030 0.020 0.000
strain matrix row 2: -0.010 -0.020 0.015
strain matrix row 3: 0.010 0.000 0.010
electrons per cell: 2; k-points: 4
fractional k-points: 0.25 0.25 0.25; 0.25 0.25 -0.25; 0.25 -0.25 0.25; 0.25 -0.25 -0.25
cutoff: 5.0 Ha; plane waves per k: [145, 148, 150, 143]
volume before, after (bohr^3): 273.0000 278.3778
det F: 1.01969900
b1 before (1/bohr): 1.047198 -0.161107 -0.093212
b1 after  (1/bohr): 1.015769 -0.185125 -0.089540
b2 before (1/bohr): 0.000000 0.966644 0.110474
b2 after  (1/bohr): 0.008655 0.986195 0.094733
b3 before (1/bohr): 0.000000 0.000000 0.897598
b3 after  (1/bohr): -0.008627 0.000176 0.888708
largest error of a'.b' without transpose: 0.21236
first-order remainder ratio, strain halved: 3.9989
S(1, 0, 0) before: 0.190983 -0.587785i
  after: 0.190983 -0.587785i; atoms unmoved: 0.287626 -0.701800i
  volume*n before: 0.717217 -0.091845i
  volume*n after:  0.717217 -0.091845i
S(1, -1, 0) before: 1.951057 +0.309017i
  after: 1.951057 +0.309017i; atoms unmoved: 1.876096 +0.482136i
  volume*n before: 0.503024 +0.022578i
  volume*n after:  0.503024 +0.022578i
S(0, 1, 2) before: 1.587785 -0.809017i
  after: 1.587785 -0.809017i; atoms unmoved: 1.631749 -0.775173i
  volume*n before: 0.217589 -0.028676i
  volume*n after:  0.217589 -0.028676i
volume*n(1,0,0), re-solved at 1% expansion: 0.735060 -0.090189i
total energy, kinetic energy (Ha): -0.436676 0.557915
smallest direct gap (Ha): 0.10655
stress order: xx yy zz yz xz xy; unit: mHa/bohr^3
kinetic, formula:           -1.35864 -1.33387 -1.39478 0.06825 0.01706 -0.00288
kinetic, stretched orbital: -1.35864 -1.33387 -1.39478 0.06825 0.01706 -0.00288
local potential, formula:   1.96853 1.96757 1.88663 0.09244 0.01324 -0.03339
total, formula:             0.60989 0.63370 0.49185 0.16069 0.03030 -0.03627
total, re-solved energies:  0.60989 0.63370 0.49185 0.16069 0.03030 -0.03627
kinetic pressure: 1.36243 mHa/bohr^3 = 40.084 GPa
total pressure: -0.57848 mHa/bohr^3 = -17.020 GPa
dT/d(isotropic strain), frozen, re-solved (Ha): -1.11583 0.36606
frozen energy error at strain 0.004, 0.002 (Ha): 1.9840e-05 4.9835e-06
ratio of these errors: 3.9811
cutoff 10.0 Ha: total energy -0.437785 Ha
  kinetic stress (mHa/bohr^3): -1.37015 -1.34577 -1.40625 0.06831 0.01697 -0.00328
  total stress (mHa/bohr^3):   0.59384 0.61669 0.47602 0.16061 0.03035 -0.03694
all tests passed
```
